\section*{Adsorbate scattering cross-section from the resistivity rise of a thick film}

\section{Problem}

A metal film of thickness $d=200$ nm carries a current along its plane. The bulk metal has resistivity $\rho=1.7\ \mu\Omega\,$cm and electron mean free path $\lambda=40$ nm, rough values typical of copper near room temperature. The free surface, surface 1, reflects a fraction $p_1=0.5$ of the arriving electrons specularly. The buried surface, surface 2, reflects all of them diffusely, so $p_2=0$.

Molecules are adsorbed on the free surface with areal density $n=1\ \mathrm{nm}^{-2}$, and the film resistivity rises by $\Delta\rho=0.010\ \mu\Omega\,$cm. Define the scattering cross-section $S$ of one adsorbate by
\begin{equation}
p_1\ \longrightarrow\ p_1-nS ,\qquad nS\le p_1 .
\label{eq:def}
\end{equation}

(a) Find $S$ to leading order in $\lambda/d$. (b) Decide how far that value can be trusted at this thickness, and improve it.

Assume a spherical Fermi surface, a single relaxation time, specularities independent of angle, and no magnetic field.

\section{A tempting solution}

The thick-film law for a film whose surfaces both have specularity $p$ is
\begin{equation}
\rho_{\rm film}\simeq\rho\left[1+\frac{3\lambda}{8d}(1-p)\right].
\label{eq:sym}
\end{equation}
Replacing $p$ by $p-nS$ raises the resistivity by $\Delta\rho=3\rho\lambda nS/(8d)$, so that
\begin{equation}
S\overset{?}{=}\frac{8d\,\Delta\rho}{3\rho\lambda n}
=\frac{8\times200\times0.010}{3\times1.7\times40\times1}\ \mathrm{nm}^2
=0.078\ \mathrm{nm}^2 .
\end{equation}

The fault lies in the substitution. In (\ref{eq:sym}) the letter $p$ stands for the specularity of both surfaces, and lowering it puts adsorbates on both. Here one surface is covered and the other is left alone. The effect of a single surface has to be found from a film with two different specularities.

\section{The film with two different surfaces}

\subsection{Distribution function}

Let $z$ run from surface 1 at $z=0$ to surface 2 at $z=d$, with the field $E$ along $x$. Write the electron distribution as $f_0+g$, where $f_0$ is the equilibrium function of the energy $\varepsilon$. For charge $-e$ the linearized steady Boltzmann equation is
\begin{equation}
v_z\frac{\partial g}{\partial z}+\frac{g}{\tau}=eE\,v_x\frac{\partial f_0}{\partial\varepsilon}.
\end{equation}
Its uniform solution is the bulk one, $g_b=eE\tau v_x\,\partial f_0/\partial\varepsilon$. The homogeneous solutions vary as $\exp[-z/(\tau v_z)]$. With $u=|v_z|/v$ and $\lambda=v\tau$, the electrons leaving surface 1 ($g_+$) and surface 2 ($g_-$) therefore have
\begin{align}
g_+&=g_b\left[1-A\,e^{-z/(\lambda u)}\right],\\
g_-&=g_b\left[1-B\,e^{-(d-z)/(\lambda u)}\right].
\end{align}

Specular reflection preserves $v_x$, and hence $g_b$. Diffusely reflected electrons have no preferred direction along the film and add nothing to $g$, which is odd in $v_x$. With $\eta=e^{-d/(\lambda u)}$, the conditions $g_+=p_1g_-$ at $z=0$ and $g_-=p_2g_+$ at $z=d$ become
\begin{equation}
1-A=p_1(1-B\eta),\qquad 1-B=p_2(1-A\eta).
\end{equation}
Inserting $B=1-p_2+p_2\eta A$ into $A=1-p_1+p_1\eta B$ gives
\begin{equation}
A=\frac{1-p_1+p_1(1-p_2)\eta}{1-p_1p_2\eta^2}.
\end{equation}
Exchanging $p_1$ and $p_2$ gives $B$, and the sum is
\begin{equation}
A+B=\frac{2-p_1-p_2+(p_1+p_2-2p_1p_2)\eta}{1-p_1p_2\eta^2}.
\label{eq:AB}
\end{equation}

\subsection{Conductivity}

The current weights each direction by $v_x^2$, which after averaging over the azimuth is proportional to $1-u^2$. Since $\int_0^1(1-u^2)\,du=2/3$, the normalized weight is $\tfrac32(1-u^2)$, shared equally between $g_+$ and $g_-$. The average over thickness of either exponential is
\begin{equation}
\frac1d\int_0^d e^{-z/(\lambda u)}\,dz=\frac{\lambda u}{d}(1-\eta).
\end{equation}
With $\sigma=1/\rho$, the film conductivity follows as
\begin{equation}
\frac{\sigma_{\rm film}}{\sigma}=1-\frac{3\lambda}{4d}\int_0^1u(1-u^2)(1-\eta)(A+B)\,du .
\label{eq:full}
\end{equation}

For $d\gg\lambda$ the factor $\eta\le e^{-d/\lambda}$ is negligible, and $A+B\to2-p_1-p_2$. The remaining integral is $\int_0^1(u-u^3)\,du=\tfrac12-\tfrac14=\tfrac14$, so
\begin{equation}
\frac{\sigma_{\rm film}}{\sigma}=1-\frac{3\lambda}{16d}(2-p_1-p_2).
\label{eq:thick}
\end{equation}
The surfaces now act independently, each with the coefficient $3/16$. Setting $p_1=p_2=p$ restores the $3/8$ of (\ref{eq:sym}).

\section{Solution of part (a)}

Let $\rho_1$ and $\rho_2=\rho_1+\Delta\rho$ be the film resistivities before and after adsorption. Lowering $p_1$ by $nS$ in (\ref{eq:thick}) lowers the conductivity by
\begin{equation}
\frac1{\rho_1}-\frac1{\rho_2}=\frac1\rho\,\frac{3\lambda}{16d}\,nS .
\label{eq:drop}
\end{equation}
The left side equals $\Delta\rho/(\rho_1\rho_2)$. To leading order in $\lambda/d$ the product $\rho_1\rho_2$ may be replaced by $\rho^2$, which gives
\begin{equation}
S\simeq\frac{16\,d\,\Delta\rho}{3\,\rho\,\lambda\,n}
=\frac{16\times200\times0.010}{3\times1.7\times40\times1}\ \mathrm{nm}^2
=0.157\ \mathrm{nm}^2 .
\label{eq:simple}
\end{equation}
This is twice the tempting value: one covered surface needs twice the loss of specularity to produce the same rise.

\section{Solution of part (b)}

\subsection{Keeping the film resistivities}

The replacement $\rho_1\rho_2\to\rho^2$ is avoidable. Equation (\ref{eq:drop}) gives directly
\begin{equation}
S=\frac{16\,d\,\Delta\rho}{3\,\rho\,\lambda\,n}\;\frac{\rho^2}{\rho_1\rho_2},
\label{eq:sharp}
\end{equation}
in which only terms containing $\eta$ have been dropped. From (\ref{eq:thick}), with $3\lambda/(16d)=0.0375$,
\begin{equation}
\rho_1=\frac{1.7}{1-0.0375\times1.5}\ \mu\Omega\,\mathrm{cm}=1.801\ \mu\Omega\,\mathrm{cm},
\end{equation}
and $\rho_2=1.811\ \mu\Omega\,$cm. Hence $\rho_1\rho_2/\rho^2=1.129$ and
\begin{equation}
S=\frac{0.157}{1.129}\ \mathrm{nm}^2=0.139\ \mathrm{nm}^2=1.39\times10^{-19}\ \mathrm{m}^2 .
\end{equation}
The leading-order value is 13\% above this. Reading $\rho$ in (\ref{eq:simple}) as the resistivity $\rho_1$ of the clean film gives $0.148\ \mathrm{nm}^2$, which removes about half of the error.

The specularity falls from 0.50 to 0.36, so the condition $nS\le p_1$ holds. It also limits the signal. With $p_1=0$, equation (\ref{eq:thick}) gives $1.7/(1-0.075)=1.838\ \mu\Omega\,$cm, so a rise above about $0.0365\ \mu\Omega\,$cm (the difference of the unrounded values) could not come from lost specularity in this model.

\subsection{What the exponential terms do}

To first order in $\eta$, equation (\ref{eq:AB}) gives
\begin{equation}
(1-\eta)(A+B)\simeq2-p_1-p_2-2\eta(1-p_1)(1-p_2).
\end{equation}
When $p_1$ falls by $nS$, this expression rises by $nS\,[1-2\eta(1-p_2)]$. The conductivity drop is thus slightly smaller than (\ref{eq:drop}) states, and (\ref{eq:sharp}) underestimates $S$ by the fraction
\begin{equation}
\delta\simeq8(1-p_2)\int_0^1u(1-u^2)\,e^{-d/(\lambda u)}\,du .
\end{equation}
The physical reason is plainest for $p_2=0$, where the loss is multiplied by $(1-\eta)^2$. An electron coming from the diffuse surface 2 reaches surface 1 with only the fraction $1-\eta$ of its bulk drift. If reflected specularly, it can carry that drift only as far as surface 2, which supplies the second factor.

Solving (\ref{eq:full}) for $S$ by numerical quadrature and root finding shows that (\ref{eq:sharp}) is low by 0.14\% here. The table gives the errors relative to the true $S$ at several thicknesses, found by the same quadrature with $p_1=0.5$, $p_2=0$ and $nS=0.15$ held fixed.

\begin{center}
\begin{tabular}{rrr}
$d/\lambda$ & error of (\ref{eq:simple}) & error of (\ref{eq:sharp})\\
2 & $+27\%$ & $-6.8\%$\\
5 & $+13\%$ & $-0.14\%$\\
10 & $+6.2\%$ & $-0.0004\%$\\
50 & $+1.2\%$ & negligible
\end{tabular}
\end{center}

For thick films the error of (\ref{eq:simple}) falls as $\lambda/d$. Expanding $\rho_1\rho_2/\rho^2$ with (\ref{eq:thick}) gives the relative excess $(3\lambda/16d)\,[2(2-p_1-p_2)+nS]$. The error of (\ref{eq:sharp}) falls exponentially.

\section{What the cross-section means}

If the loss of specularity depends on angle, $nS$ becomes $nS(u)$ inside the integral (\ref{eq:full}). A thick film then measures the average
\begin{equation}
S=4\int_0^1S(u)\,u(1-u^2)\,du .
\end{equation}
For $S(u)=S_0u$ this is $4(\tfrac13-\tfrac15)S_0=\tfrac{8}{15}S_0$, about half of the normal-incidence value.

Nor is $S$ the area of an adsorbate. Suppose each one is a disc of area $\Sigma$ that makes every reflection beneath it diffuse. The disc changes the fate only of electrons that would have been reflected specularly, a fraction $p_1$. Without overlap $S=p_1\Sigma$, and $\Sigma=0.139/0.5=0.278\ \mathrm{nm}^2$. If the discs are placed at random and may overlap, a point stays uncovered with probability $e^{-n\Sigma}$, so
\begin{equation}
nS=p_1\left(1-e^{-n\Sigma}\right),\qquad
\Sigma=-\frac1n\ln\left(1-\frac{nS}{p_1}\right)=0.326\ \mathrm{nm}^2 .
\end{equation}
In that case $S$ depends on coverage: it would be $p_1\Sigma=0.163\ \mathrm{nm}^2$ for very few adsorbates, against $0.139\ \mathrm{nm}^2$ here. These discs are about 0.6 nm across, little more than the free-electron Fermi wavelength of copper, 0.46 nm, so the sharp geometric shadow is only an illustration and $\Sigma$ should not be read as a measured molecular size. With a constant $S$, equation (\ref{eq:drop}) makes $\Delta\rho/n$ proportional to $\rho_2$, which changes here by only 0.6\%. Within this model, a clear fall of $\Delta\rho/n$ with increasing coverage would therefore show that $S$ is not constant.

\section{The numbers beside a real copper film}

The leading-order rise, $\Delta\rho=3\rho\lambda nS/(16d)$, contains the bulk properties of the metal only through the product $\rho\lambda$, although $S$ itself may differ from one metal to another. For free electrons of density $n_e$, the relations $\rho=m/(n_ee^2\tau)$ and $\lambda=\hbar k_F\tau/m$ give $\rho\lambda=\hbar k_F/(n_ee^2)$, with $k_F=(3\pi^2n_e)^{1/3}$. The relaxation time cancels. With the rough copper value $n_e=8.5\times10^{28}\ \mathrm{m}^{-3}$ the product is $66\ \mu\Omega\,$cm$\,$nm, close to the 68 used here.

The signal is 0.6\% of the bulk resistivity, and several effects outside the model compete with it. If the bulk resistivity is proportional to temperature near 300 K, a warming of $0.010/(1.7/300)=1.8$ K produces the same rise. The resistivity of copper rises somewhat faster than this: a Bloch-Gr\"uneisen law with a Debye temperature of 320 to 343 K gives $d\ln\rho/d\ln T\approx1.13$ at 300 K, and about 1.6 K is then enough. An adsorbate that turns 0.2 nm of metal into a non-conducting layer raises the apparent resistivity, calculated with the old thickness, by about $1.801\times0.2/199.8=0.0018\ \mu\Omega\,$cm, nearly a fifth of the signal. This neglects the slightly stronger surface scattering in the thinner film. Binding one conduction electron per adsorbate removes a fraction $n/(n_ed)=5.9\times10^{-5}$ of the carriers, which accounts for 1\% of it.

Real films also have grain boundaries. Suppose that they act as isotropic scattering which raises $\rho$ by a factor 1.3 and shortens $\lambda$ by the same factor. With $\Delta\rho$, $p_1$ and $p_2$ held fixed, the full integral then gives $S=0.143\ \mathrm{nm}^2$, a change of 3\%. The change is small because $\rho\lambda$ is unchanged and only the finite-thickness correction shrinks. Boundaries that reflect electrons in preferred directions shift $S$ more: planar boundaries normal to the current (the Mayadas-Shatzkes model) that raise $\rho$ by the same factor 1.3 give $S=0.150\ \mathrm{nm}^2$, a change of 8\%. Neither estimate covers the non-spherical Fermi surface of copper. In lines only a few tens of nanometres across, $d$ is no longer large compared with $\lambda$ and the side walls scatter too, so neither (\ref{eq:simple}) nor (\ref{eq:sharp}) should be used there.
